# Why blocking and channelling dips coincide when energy loss is negligible

**Q.** I can send a parallel ion beam into a crystal and count close encounters with lattice atoms as I tilt it. Or I can let ions start at lattice sites and record their directions outside. Both yields dip along an atomic row. Why should an entering beam and a point source give the same dip?

**A.** Take one site $\mathbf r_0$ and an ion moving classically in a static potential,

$$
H=\frac{p^2}{2M}+V(\mathbf r)=E,\qquad V=0\ \text{outside the crystal}.
$$

$V$ excludes the atom at the site itself, which emits the ion in one experiment and is struck by it in the other. There is no energy loss and, for now, no magnetic field.

Suppose $\mathbf r(t),\mathbf p(t)$ is a trajectory leaving the site and reaching the outside at time $T$. Define $\mathbf r'(t)=\mathbf r(T-t)$ and $\mathbf p'(t)=-\mathbf p(T-t)$. Differentiating the argument $T-t$ gives a minus sign, so

$$
\dot{\mathbf r}'=-\dot{\mathbf r}(T-t)=-\frac{\mathbf p(T-t)}{M}=\frac{\mathbf p'}{M},
\qquad
\dot{\mathbf p}'=+\dot{\mathbf p}(T-t)=-\nabla V(\mathbf r').
$$

The second equation has two minus signs, one from reversing the momentum and one from the derivative. The reversed motion therefore obeys the same equations. Each path that leaves along $\mathbf n$ is also a path by which an ion entering along $-\mathbf n$ reaches the site. Reversing an incoming path gives the converse. So if no emitted ion can emerge along $\mathbf n$, no incident ion can reach the site from that direction.

**Q.** That matches the forbidden directions. On the edge of the dip the yield is partial. Why are the numbers equal there?

**A.** Reversal pairs the paths but does not count them. First count the emitted ions. Let the source be isotropic, and let $d\Omega_0$ be the solid angle at the source that maps into $d\Omega$ outside. Of $N$ ions, $N\,d\Omega_0/4\pi$ start in $d\Omega_0$. Without the crystal, $N\,d\Omega/4\pi$ would arrive in $d\Omega$. The normalised yield is

$$
Y(\mathbf n)=\sum\left|\frac{d\Omega_0}{d\Omega}\right|,
$$

with one term for each path leaving along $\mathbf n$.

For the incident beam, use the phase-space density $f(\mathbf r,\mathbf p)$. The phase-space flow has zero divergence,

$$
\nabla_{\mathbf r}\cdot\frac{\mathbf p}{M}+\nabla_{\mathbf p}\cdot(-\nabla V)=0,
$$

because the velocity does not depend on position and the force does not depend on momentum. This is Liouville's theorem: $f$ is constant along a trajectory. A uniform beam of density $\rho_{\rm in}$ and momentum $\mathbf p_{\rm in}$ has $f=\rho_{\rm in}\,\delta^3(\mathbf p-\mathbf p_{\rm in})$ outside. Let $\mathbf P(\mathbf p_0)$ be the outside momentum of an ion that arrives at $\mathbf r_0$ with momentum $\mathbf p_0$. The density at the site is

$$
\rho(\mathbf r_0)=\rho_{\rm in}\int d^3p_0\,
\delta^3\!\left(\mathbf P(\mathbf p_0)-\mathbf p_{\rm in}\right)
=\rho_{\rm in}\sum\left|\frac{d^3p_0}{d^3p}\right|.
$$

At fixed position, $E=p_0^2/2M+V(\mathbf r_0)$ gives $p_0\,dp_0=M\,dE$. Hence

$$
d^3p_0=p_0^2\,dp_0\,d\Omega_0=Mp_0\,dE\,d\Omega_0,
\qquad d^3p=Mp\,dE\,d\Omega,
$$

where $p$ is the magnitude outside. Energy is conserved, so $dE$ is common to both and cancels. Reversing all directions does not change the size of a solid angle, so the ratio $|d\Omega_0/d\Omega|$ is the one found for emission:

$$
\frac{\rho(\mathbf r_0)}{\rho_{\rm in}}
=\frac{p_0}{p}\sum\left|\frac{d\Omega_0}{d\Omega}\right|
=\frac{p_0}{p}\,Y(\mathbf n).
$$

The encounter rate depends on flux, meaning density times speed. The speed ratio supplies another factor $p_0/p$, and $p_0^2/p^2=[E-V(\mathbf r_0)]/E$. With $J$ the flux at the site divided by the incident flux,

$$
J(-\mathbf n)=\left[1-\frac{V(\mathbf r_0)}{E}\right]Y(\mathbf n).
$$

For fast ions the bracket is very close to one. In directions where $d\Omega/d\Omega_0=0$, which generally form curves on the sphere of directions, both sides diverge together; a finite angular acceptance gives finite yields.

**Q.** Can that bracket be seen, or is it only bookkeeping?

**A.** It shows clearly if the site potential is made large. In a test with four smooth repulsive centres, placed without symmetry, $V(\mathbf r_0)/E=0.3055$. $Y$ came from small changes of emission direction, and $J$ from small sideways shifts of an incoming beam. For one path $Y=0.1074$ and $J=0.0746$, while

$$
(1-0.3055)\times0.1074=0.0746.
$$

Two other paths agreed as well, to a few parts in a million or better.

The same model separates the two ingredients of the argument. A magnetic force $q\mathbf v\times\mathbf B$ has zero divergence in momentum, so Liouville's theorem survives. But reversing $\mathbf v$ alone reverses this force, and the old path is no longer a solution. With a localised field left unchanged, the returning ion was 2.16 length units from its starting point after the same flight time, compared with a width of 0.5 for each centre. With the field reversed as well, the distance was about $2\times10^{-11}$ units.

**Q.** Nothing so far says there must be a dip. Where does it come from?

**A.** From the position of the site inside a repulsive row. Let the row have atomic spacing $d$, and write $C=Z_1Z_2e^2/(4\pi\epsilon_0)$, with $Z_1$ and $Z_2$ the atomic numbers of ion and atom. I use the Molière potential,

$$
V_{\rm atom}(R)=\frac CR\sum_i\alpha_i e^{-\beta_iR/a_s},
$$

where $a_s$ is the screening length, $\alpha_i=(0.10,0.55,0.35)$ and $\beta_i=(6,1.2,0.3)$. An ion at a small angle to the row passes many atoms, so to leading order it feels the average along the row. Setting $z=r\sinh t$ in the integral turns $dz/\sqrt{r^2+z^2}$ into $dt$, and

$$
U(r)=\frac1d\int_{-\infty}^{\infty}V_{\rm atom}\,dz
=\frac{C}{d}\sum_i\alpha_i\int_{-\infty}^{\infty}
e^{-(\beta_i r/a_s)\cosh t}\,dt
=\frac{2C}{d}\sum_i\alpha_iK_0\!\left(\frac{\beta_ir}{a_s}\right).
$$

$K_0$ is the modified Bessel function. At angle $\psi$ to the row the transverse kinetic energy is $E\sin^2\psi\simeq E\psi^2$. Equating it to the scale $2C/d$ defines the characteristic angle

$$
\psi_1=\sqrt{\frac{2C}{Ed}}.
$$

Now take an isolated row and an ion starting at distance $r_0$ from its axis, at angle $\theta_0$. Far from the row $U=0$, so conservation of transverse energy gives

$$
\psi^2=\theta_0^2+\frac{U(r_0)}E.
$$

Even an ion started parallel to the row leaves at a finite angle. For small angles, $d\Omega_0=\pi\,d(\theta_0^2)$ after integration over azimuth, and $d\Omega=\pi\,d(\psi^2)$. Since $d(\theta_0^2)=d(\psi^2)$, the azimuth-averaged yield is zero for $\psi^2<U(r_0)/E$ and one above it.

**Q.** Does the incident beam give that same step in this limit?

**A.** Yes, and it can be counted separately. A beam averaged over azimuth at angle $\psi$ has the normalised angular density $(1/\pi)\,\delta(\theta^2-\psi^2)$ far from the row. Carrying it along trajectories to $r_0$ replaces $\theta^2$ by $\theta^2+U(r_0)/E$. The density there is

$$
\int d^2\theta\,\frac1\pi\,
\delta\!\left(\theta^2+\frac{U(r_0)}E-\psi^2\right)
=\int_0^\infty d(\theta^2)\,
\delta\!\left(\theta^2+\frac{U(r_0)}E-\psi^2\right),
$$

which is one if $\psi^2>U(r_0)/E$ and zero below. Blocking says the ion cannot leave with less transverse energy than the potential it starts from. Channelling says it cannot climb to that potential with less.

Thermal displacement spreads $r_0$, so averaging the step over positions rounds the edge. More generally, the relation between $J$ and $Y$ holds for each frozen arrangement of atoms. When $V(\mathbf r_0)/E$ is negligible, $J=Y$ also holds for the averages, provided both experiments sample the same arrangements and site positions.

**Q.** Put in a real ion and crystal. How close are the two curves?

**A.** Take 2.0 MeV helium near a $\langle100\rangle$ axis of silicon, with lattice constant 0.543 nm, equal here to $d$. The thermal displacement is 0.0075 nm rms along each axis, a rough room-temperature value. The screening length is the Thomas–Fermi value $a_s=0.8853\,a_0Z_2^{-1/3}=0.0194$ nm, with $a_0$ the Bohr radius. The sites lie 11.0 to 21.7 nm deep. The characteristic angle is $0.494^\circ=0.00862$ rad, which corresponds to a transverse energy

$$
E\psi_1^2=(2.0\times10^6\ \text{eV})(0.00862)^2\simeq149\ \text{eV}.
$$

The calculation keeps individual atoms instead of the averaged row. Between layers separated by $h$, the transverse position changes as $\mathbf r\to\mathbf r+h\boldsymbol\theta$. At each layer the nearest atom, independently displaced, deflects the ion. The transverse impulse is $-\nabla W/v$, with $W=\int V_{\rm atom}\,dz$. Dividing by $p$ and using $pv=2E$ gives

$$
\boldsymbol\theta\to\boldsymbol\theta-\frac{\nabla W(\mathbf r)}{2E}.
$$

Each operation changes one variable by a function of the other, so its Jacobian determinant is one. Reversing the transverse angle and the order of the operations retraces the path, so the small-angle model keeps both ingredients of the proof.

One simulation sent in ions at random positions; a separate one emitted them from displaced sites. Yields were averaged over azimuth, with these statistical errors:

| Angle (degree) | Channelling | Blocking |
|---|---:|---:|
| 0.00–0.15 | 0.005 ± 0.002 | 0.005 ± 0.002 |
| 0.35–0.45 | 0.212 ± 0.013 | 0.209 ± 0.005 |
| 0.45–0.55 | 0.676 ± 0.019 | 0.650 ± 0.008 |
| 0.80–1.00 | 0.992 ± 0.013 | 0.976 ± 0.009 |

The half-angles at yield 0.5 are $0.462\pm0.003^\circ$ for channelling and $0.466\pm0.001^\circ$ for blocking. Their difference, $0.004^\circ$, is about 1.3 combined standard errors. These errors are statistical only. The value itself depends on the model: the blocking half-angle rises by about $0.003^\circ$ with finer angular bins and by about $0.005^\circ$ with four atoms per layer instead of the nearest one, and falls by about $0.02^\circ$ with the shorter Firsov screening length of 0.0157 nm. Such choices are common to both simulations and do not affect their comparison. Over all ten angular ranges in the numerical output, the largest yield difference is 1.25 combined standard errors.

One feature deserves notice: at the printed digits, the channelling yield is nowhere below the blocking yield. Dividing each difference by its combined standard error and summing over the ten ranges gives about 6.3. For independent errors this sum would scatter by $\sqrt{10}\simeq3.2$, so it deviates from zero by about two standard errors, which chance can produce. Emission was restricted to a $3^\circ$ cone, but only 0.053% of the incident encounters arrived outside it, too few to explain differences of one or more percent.

**Q.** My ions do lose energy. Does friction spoil the phase-space count or the reversal?

**A.** In this model it spoils the reversal. Let stopping act along the velocity and depend on depth travelled. It shortens the momentum without turning it, and the deflection at each layer is divided by the local energy. Each step in $(\mathbf r,\boldsymbol\theta)$ still has unit determinant. But the incident ion is slowest at the site, whereas the emitted ion is fastest there. Reversing an incident path would require an emitted ion that gains energy on its way out.

An exaggerated loss tests this explanation. Let an ion crossing the full 21.7 nm lose 60% of its energy, with both kinds of ion starting at 2.0 MeV. The half-angles become $0.598^\circ$ for channelling and $0.481^\circ$ for blocking. If the emitted ions instead gain energy so as to follow the incident energy profile backwards, their half-angle becomes $0.596^\circ$. The yields then agree with channelling within 1.92 combined standard errors in every range.

For a size estimate, suppose the energy at the site sets the width through $\psi\propto E_{\rm site}^{-1/2}$. If the incident ion has lost $\Delta E$ on arrival,

$$
\frac{\psi_{\rm channel}}{\psi_{\rm block}}
\simeq\left(1-\frac{\Delta E}{E}\right)^{-1/2}
\simeq1+\frac{\Delta E}{2E},
$$

where the last step needs $\Delta E\ll E$. With the exaggerated loss, the unexpanded form averaged over depth predicts 1.364, while the simulation gives about 1.24, with a statistical scatter of roughly 0.03. Site energy therefore accounts for the direction and rough size of the effect, but the rest of the path matters too.

For actual silicon, the Bethe formula with a rough mean excitation energy of 170 eV gives a stopping of about 250 eV/nm. Shell and charge-state corrections are left out. At the mean depth of 16.4 nm the loss is about 4.1 keV, so the estimated width difference is

$$
\frac{4.1\ \text{keV}}{2\times2000\ \text{keV}}\simeq0.10\%.
$$

That is below the statistical resolution of the simulated half-angles.

**Q.** Would a real silicon wafer look like these curves?

**A.** The half-angle near half a degree is reasonable, since it is close to the characteristic angle. The simulated minimum of 0.5% is unusually low: measured near-surface minima are roughly a few percent. One cause is the shallow depth range. An ion deflected by $\psi_1$ at the surface travels about 22 nm before it has crossed the 0.19 nm to the next row, so few deflected ions have yet met another row. Deeper in, the minimum rises even in a perfect crystal. The model also has no oxide, surface disorder, implantation damage or beam divergence, all of which can raise it further. The minimum should not be used as a crystal-quality standard.

Other omissions can be sized for the same ions. Electronic collisions have an angular scale of $0.030^\circ$, small beside the half-angle but able to blur the edge. The two nearest shells of undisplaced neighbours give a site potential of about 7.6 eV and the whole lattice about 8.0 eV, so $V/E\simeq4\times10^{-6}$. This value rests on the tail of the screened potential and falls to about 3 eV with the Firsov screening length, so only its order of magnitude is meaningful. A single deflection by $\psi_1$ transfers about 21 eV to a silicon atom, about $10^{-5}$ of the ion energy. A field of 1 T bends the path by about $6\times10^{-6}$ degrees within the crystal. During the 2.2 fs transit an atom moves thermally by about 0.0007 nm along each axis, about a tenth of its rms displacement. Charge exchange, which can make $V$ differ between the two directions of travel, has not been sized.

**Q.** What must I hold fixed if I compare the two dips in the laboratory?

**A.** Use the same ion species, crystal face, temperature, depth range and angular acceptance. The struck atoms and the emitters must have the same distribution of positions: an emitter displaced from the row samples a different potential and need not show the same dip. Damage does not by itself violate the relation, since the proof needs no periodic crystal, but both measurements must sample the same damage.

Match the energies of the ions whose paths are being compared. If the emitted ions are produced by backscattering, the relevant energy is the one after the collision, not that of the original beam. Since $\psi_1\propto E^{-1/2}$, using the original energy would compare dips of different widths even with no electronic energy loss.

## Numbers as computed

```
3D test: V(r0)/E = 0.3055
path 1: J=0.074574, Y=0.107385, (1-V/E)Y=0.074574, miss=1.8e-11 length units
path 2: J=1.072232, Y=1.543997, (1-V/E)Y=1.072235, miss=1.6e-11 length units
path 3: J=0.439121, Y=0.632326, (1-V/E)Y=0.439121, miss=7.9e-12 length units
same magnetic field: return miss = 2.161 length units
reversed magnetic field: return miss = 2.1e-11 length units
He energy = 2.0 MeV; Si lattice constant = 0.543 nm
rms vibration per axis = 0.0075 nm; screening = 0.01944 nm
site depths = 11.0 to 21.7 nm; mean = 16.4 nm
characteristic angle = 0.494 degree
angle range (degree) | channelling yield +/- error | blocking yield +/- error
0.00-0.15 | 0.005 +/- 0.002 | 0.005 +/- 0.002
0.15-0.25 | 0.011 +/- 0.003 | 0.008 +/- 0.002
0.25-0.35 | 0.032 +/- 0.005 | 0.029 +/- 0.002
0.35-0.45 | 0.212 +/- 0.013 | 0.209 +/- 0.005
0.45-0.55 | 0.676 +/- 0.019 | 0.650 +/- 0.008
0.55-0.65 | 0.988 +/- 0.034 | 0.950 +/- 0.010
0.65-0.80 | 1.003 +/- 0.025 | 1.000 +/- 0.009
0.80-1.00 | 0.992 +/- 0.013 | 0.976 +/- 0.009
1.00-1.25 | 1.032 +/- 0.013 | 1.014 +/- 0.007
1.25-1.50 | 1.005 +/- 0.011 | 1.005 +/- 0.006
largest yield difference = 1.25 combined standard errors
channelling half-angle at yield 0.5 = 0.462 +/- 0.003 degree
blocking half-angle at yield 0.5 = 0.466 +/- 0.001 degree
encounters outside emission cone = 0.053 percent
artificial loss over full depth = 60 percent of energy
with loss: channelling half-angle = 0.598 degree
with loss: blocking half-angle = 0.481 degree
with reversed loss: blocking half-angle = 0.596 degree
loss width ratio = 1.241; site-energy estimate = 1.364
largest difference with loss = 13.0 standard errors
largest difference with reversed loss = 1.92 standard errors
mean excitation energy used = 170 eV (rough)
estimated stopping = 248 eV/nm
energy loss at mean depth = 4.05 keV
estimated relative width difference = 0.101 percent
electronic scattering angle scale = 0.030 degree
site potential = 7.55 eV; V/E = 3.78e-06
recoil energy at characteristic angle = 21.2 eV
bending in 1 T over maximum depth = 6.11e-06 degree
transit time over maximum depth = 2.21 fs
thermal atom motion during transit at 300 K = 0.00066 nm
```
